\section*{Moments of the spectral function and the high-frequency self-energy, part 2}

The spectral function $A(\omega)$ describes adding an electron to a correlated state or removing one from it. Its moments $M_k$, matrices in the orbital indices, fix the self-energy $\Sigma(z)$ at high frequency. Atomic units are used. For $n$ orthonormal spin orbitals $\phi_p$ with operators $c_p$,
\begin{equation}
H=\sum_{pq}h_{pq}\,c_p^\dagger c_q+\frac12\sum_{pqrs}\langle pq|rs\rangle\,c_p^\dagger c_q^\dagger c_s c_r ,
\label{eq:H}
\end{equation}
with Coulomb integrals $\langle pq|rs\rangle$. The initial ensemble gives weight $\rho_m$ to the eigenstate $|m\rangle$, with energy $E_m$ and particle number $N_m$. Frequencies are measured with $H$, not $H-\mu N$. Pairs $\lambda=(m,n)$ with $N_n=N_m+1$ and $\rho_m+\rho_n>0$ define a matrix $X$ and a diagonal matrix $E$:
\begin{equation}
X_{p\lambda}=\sqrt{\rho_m+\rho_n}\,\langle m|c_p|n\rangle,\qquad E_\lambda=E_n-E_m .
\label{eq:X}
\end{equation}
The Green's function and moments are
\begin{equation}
G(z)=X\,(z-E)^{-1}X^\dagger,\qquad M_k\equiv\int\omega^kA(\omega)\,d\omega=XE^kX^\dagger .
\label{eq:GM}
\end{equation}
The self-energy is
\begin{equation}
\Sigma(z)=z-h-G(z)^{-1},
\label{eq:dyson}
\end{equation}
with a matrix inverse. The zeroth moment is
\begin{equation}
(M_0)_{pq}=\sum_m\rho_m\langle m|c_pc_q^\dagger|m\rangle+\sum_n\rho_n\langle n|c_q^\dagger c_p|n\rangle=\langle\{c_p,c_q^\dagger\}\rangle=\delta_{pq}.
\label{eq:M0}
\end{equation}
With the density matrix $\gamma_{pq}=\langle c_q^\dagger c_p\rangle$, the first is
\begin{equation}
(M_1)_{pt}=h_{pt}+\sum_{qs}\bigl(\langle pq|ts\rangle-\langle pq|st\rangle\bigr)\gamma_{sq}\equiv F[\gamma]_{pt}.
\label{eq:M1}
\end{equation}
For a spin singlet, real spatial orbitals, $(pt|qs)=\langle pq|ts\rangle$ and $\gamma$ per spin,
\begin{equation}
F_{pt}=h_{pt}+\sum_{qs}\bigl[2(pt|qs)-(ps|qt)\bigr]\gamma_{sq}.
\label{eq:Fspin}
\end{equation}
At large $|z|$,
\begin{equation}
G(z)=\frac1z\,(1+x),\qquad x=\frac{M_1}{z}+\frac{M_2}{z^2}+O(z^{-3}).
\label{eq:Gseries}
\end{equation}
\begin{equation}
G(z)^{-1}=z-M_1-\frac{M_2-M_1^2}{z}+O(z^{-2}).
\label{eq:Ginv}
\end{equation}
Hence $\Sigma(z)=\Sigma_\infty+\Sigma_1/z+O(z^{-2})$ with
\begin{align}
h+\Sigma_\infty&=M_1=F[\gamma],\label{eq:Sinf}\\
\Sigma_1&=M_2-M_1^2 .\label{eq:S1}
\end{align}
Completing $X$ by orthonormal rows $Y$ to a unitary $U$ gives
\begin{equation}
U=\begin{pmatrix}X\\Y\end{pmatrix},\qquad K=UEU^\dagger=\begin{pmatrix}M_1&V^\dagger\\V&D\end{pmatrix},\qquad V=YEX^\dagger,\quad D=YEY^\dagger .
\label{eq:K}
\end{equation}
\begin{equation}
\Sigma(z)=M_1-h+V^\dagger(z-D)^{-1}V=\Sigma_\infty+\sum_j\frac{v_jv_j^\dagger}{z-d_j},
\label{eq:Spole}
\end{equation}
where $Du_j=d_ju_j$ with orthonormal $u_j$, and $v_j=V^\dagger u_j$. On a circle $C$ of radius larger than $\max|E_\lambda|$,
\begin{equation}
\Sigma_\infty=\frac1{2\pi i}\oint_C\frac{\Sigma(z)}{z}\,dz,\qquad\Sigma_1=\frac1{2\pi i}\oint_C\Sigma(z)\,dz .
\label{eq:contour}
\end{equation}
With $\operatorname{Im}\Sigma\equiv(\Sigma-\Sigma^\dagger)/2i$,
\begin{equation}
-\frac1\pi\int\operatorname{Im}\Sigma(\omega+i\eta)\,d\omega=\sum_jv_jv_j^\dagger\int\frac{\eta/\pi}{(\omega-d_j)^2+\eta^2}\,d\omega=\Sigma_1 ,
\label{eq:ImS}
\end{equation}
for any $\eta>0$. On the imaginary axis,
\begin{equation}
-\omega\operatorname{Im}\Sigma_{pp}(i\omega)=\sum_j|v_{jp}|^2\frac{\omega^2}{\omega^2+d_j^2},
\label{eq:imag}
\end{equation}
which tends to $(\Sigma_1)_{pp}$ as $\omega$ grows.

\subsection{The variance of a single orbital}

Equation \eqref{eq:S1} contains a matrix product, and this matters when it is applied to the distribution $A_{pp}(\omega)$ of one orbital. Its variance is
\begin{equation}
\operatorname{var}A_{pp}=\int\bigl[\omega-(M_1)_{pp}\bigr]^2A_{pp}\,d\omega=(M_2)_{pp}-(M_1)_{pp}^2 .
\end{equation}
The diagonal element of \eqref{eq:S1} is $(M_2)_{pp}=(\Sigma_1)_{pp}+\sum_q|(M_1)_{pq}|^2$, as $M_1$ is Hermitian. Removing the term $q=p$ gives
\begin{equation}
\operatorname{var}A_{pp}=(\Sigma_1)_{pp}+\sum_{q\ne p}|F[\gamma]_{pq}|^2 .
\label{eq:var}
\end{equation}
The statement that the second central moment equals the $1/\omega$ coefficient of the self-energy holds for a single orbital if and only if that orbital is an eigenvector of $F[\gamma]$. Symmetry guarantees this when the ensemble $\rho_m$ is invariant under the symmetry group of $H$ and the orbital is the only one of its symmetry type in the basis, as for a Bloch spin orbital of a one-band lattice model that conserves $S_z$, in an ensemble invariant under translations and under spin rotations about $z$. Translation invariance alone is not enough, since a state polarized along $x$ gives $F$ an exchange element between $k\uparrow$ and $k\downarrow$, and a single member of a degenerate level need not be invariant. When the orbital is not an eigenvector of $F[\gamma]$, the variance exceeds $(\Sigma_1)_{pp}$. The extra term is one-particle mixing and survives without any interaction: for independent electrons on a lattice $\Sigma=0$, and the variance of a site orbital is the sum of the squared hopping amplitudes. One may also define a scalar function from $G_{pp}$ alone. The steps \eqref{eq:Gseries}--\eqref{eq:Ginv} applied to the number $G_{pp}$ give $1/G_{pp}=z-(M_1)_{pp}-\operatorname{var}A_{pp}/z+\dots$. That function equals $(G^{-1})_{pp}$ when $G_{pq}$ vanishes for all $q\ne p$, as for an orbital alone in its symmetry type; in general it differs, because it also contains the propagation through the other orbitals.

The relations fail, or need further conditions, in three situations. If only a quasiparticle line of weight $Z<1$ is kept, \eqref{eq:M0} is already lost, and renormalizing the line to unit weight sets the variance to zero. If each line is broadened by a Lorentzian of half-width $\eta$, the tails $\eta/\pi\omega^2$ preserve $M_0$, leave $M_1$ defined only as a symmetric limit, and make $M_2$ diverge; a Gaussian of standard deviation $\sigma$ preserves $M_0$ and $M_1$ and, since each line then has $\int\omega^2g\,d\omega=E_\lambda^2+\sigma^2$, adds $\sigma^2$ times the unit matrix to $M_2$. In a complete basis for electrons in continuous space the kinetic energy, and with it the spectrum, is unbounded, no circle encloses it, and the series in $1/z$ is in general at best asymptotic. By \eqref{eq:ImS} and \eqref{eq:var}, a finite $(M_2)_{pp}$ then requires that $\operatorname{Im}\Sigma_{pp}$ be integrable at large frequency and that $F\phi_p$ be normalizable. These are extra conditions which the finite-basis proof does not establish.

\subsection{Moments in the $G_0W_0$ approximation}

The results above are of two kinds. The relations $M_0=1$, $M_1=h+\Sigma_\infty$ and $M_2-M_1^2=\Sigma_1$ connect $G$ and $\Sigma$ through Dyson's equation. They hold for any approximate self-energy of the form \eqref{eq:Spole} with Hermitian $\Sigma_\infty$ and real $d_j$: the matrix $K$ of \eqref{eq:K} is assembled from $h+\Sigma_\infty$, $V$ and $D$, its eigenvalues are the poles, the upper $n$ rows of its eigenvector matrix are $X$, and $M_k$ is the upper-left block of $K^k$, which is $1$, $h+\Sigma_\infty$ and $(h+\Sigma_\infty)^2+V^\dagger V$ for $k=0,1,2$. The relation $M_1=F[\gamma]$, with $\gamma$ taken from the same $G$, is a property of the exact theory that an approximation may or may not share.

Consider $G_0W_0$ on a closed-shell Hartree--Fock reference at zero temperature, with real spatial orbitals, energies $\epsilon_m$, occupied orbitals $i,j$, virtual orbitals $a,b$, gaps $\Delta_{ia}=\epsilon_a-\epsilon_i>0$ and $\mu$ in the gap. A density response function with real transition densities $\rho_s$ and excitation energies $\Omega_s$ has the Lehmann form $\sum_s\rho_s(r)\rho_s(r')[1/(z-\Omega_s)-1/(z+\Omega_s)]$, and at $z=i\nu$ the bracket is $-2\Omega_s/(\nu^2+\Omega_s^2)$. For independent electrons the transition densities are $\phi_i\phi_a$, once for each spin, so in the space of pairs $ia$ the response is the diagonal matrix $\chi_0=-4\Delta/(\nu^2+\Delta^2)$. The direct random-phase approximation is $\chi=\chi_0+\chi_0v\chi$ with $v_{ia,jb}=(ia|jb)$, which is $\chi^{-1}=\chi_0^{-1}-v$. Factoring out $\Delta^{-1/2}$ on both sides,
\begin{equation}
\chi^{-1}=-\tfrac14\Delta^{-1/2}\bigl(\nu^2+C\bigr)\Delta^{-1/2},\qquad C=\Delta^2+4\Delta^{1/2}v\Delta^{1/2}.
\label{eq:rpa}
\end{equation}
The Coulomb matrix $v$ is positive semidefinite, so $C$ is positive definite and can be written $C=Z\Omega^2Z^T$ with $Z$ orthogonal and $\Omega_s>0$. Then $\chi=-4\Delta^{1/2}Z(\nu^2+\Omega^2)^{-1}Z^T\Delta^{1/2}$, and the correlation part of the screened interaction is
\begin{align}
W^c_{pm,mq}(i\nu)&=\sum_{ia,jb}(pm|ia)\,\chi_{ia,jb}(i\nu)\,(jb|mq)=-\sum_sw^s_{pm}w^s_{qm}\frac{2\Omega_s}{\nu^2+\Omega_s^2},\label{eq:W}\\
w^s_{pm}&=\sqrt2\sum_{ia}(pm|ia)\,\Delta_{ia}^{1/2}Z_{ia,s}\,\Omega_s^{-1/2}.\label{eq:w}
\end{align}
The factor 4 in $\chi$ is the product of $(\sqrt2)^2$ and the 2 in $2\Omega_s$.

The approximation defines the correlation self-energy on the imaginary axis as
\begin{equation}
\Sigma^c_{pq}(\mu+i\omega)=-\int_{-\infty}^\infty\frac{d\nu}{2\pi}\sum_m\frac{W^c_{pm,mq}(i\nu)}{i\omega+i\nu-\xi_m},\qquad\xi_m=\epsilon_m-\mu .
\label{eq:GWdef}
\end{equation}
The overall sign is the one for which the same expression with the bare interaction in place of $W^c$ and a convergence factor $e^{i\nu0^+}$ gives the exchange term $-\sum_i(pi|iq)$ of \eqref{eq:Fspin}. With \eqref{eq:W} each term is $\int\frac{d\nu}{2\pi}\,2\Omega/[(\nu^2+\Omega^2)(i\omega+i\nu-\xi)]$, whose integrand decays as $\nu^{-3}$, so the contour may be closed on either side. The second factor has its pole at $\nu=-\omega-i\xi$. For a virtual orbital, $\xi>0$, it lies in the lower half plane; closing above picks $\nu=i\Omega$, where $2\Omega/(\nu^2+\Omega^2)$ has residue $1/i$, and the factor $2\pi i/2\pi$ turns this into $1/(i\omega-\Omega-\xi)$. For an occupied orbital the pole lies above; closing below, clockwise, picks $\nu=-i\Omega$ with residue $-1/i$ and factor $-2\pi i/2\pi$, giving $1/(i\omega+\Omega-\xi)$. With $z=\mu+i\omega$,
\begin{equation}
\Sigma^c_{pq}(z)=\sum_s\Bigl[\sum_i\frac{w^s_{pi}w^s_{qi}}{z-\epsilon_i+\Omega_s}+\sum_a\frac{w^s_{pa}w^s_{qa}}{z-\epsilon_a-\Omega_s}\Bigr].
\label{eq:Sc}
\end{equation}
The static part is Hartree plus exchange of the reference density matrix $\gamma_0$, so $h+\Sigma_\infty=F[\gamma_0]=\operatorname{diag}(\epsilon)$. Equation \eqref{eq:Sc} has the form \eqref{eq:Spole}. When Dyson's equation is solved in full, with all its poles, the spectral function therefore has
\begin{equation}
M_0=1,\qquad M_1=\operatorname{diag}(\epsilon),\qquad(\Sigma_1)_{pq}=\sum_{ms}w^s_{pm}w^s_{qm}=-\frac1\pi\int_0^\infty\sum_mW^c_{pm,mq}(i\nu)\,d\nu ,
\label{eq:GWmom}
\end{equation}
where the last form uses $\int_0^\infty2\Omega\,d\nu/(\nu^2+\Omega^2)=\pi$. The poles of $G_0$ do not appear in $\Sigma_1$, and occupied and virtual $m$ enter alike; the orbital energies act only through the screening. Since $M_1$ is diagonal here, the variance of each Hartree--Fock orbital is $(\Sigma_1)_{pp}$. The first moment stays at the Hartree--Fock eigenvalue, although the density matrix $\gamma^{GW}$ obtained from the removal poles of the new $G$ differs from $\gamma_0$. One-shot $G_0W_0$ thus does not enforce \eqref{eq:M1}. A scheme that rebuilds the Hartree and exchange terms from its own $G$ until self-consistency, and whose remaining self-energy vanishes at large $|z|$, satisfies $M_1=F[\gamma]$ for its own approximate $\gamma$ by construction. A Green's function built with a static correlation term, such as the independent-particle $G_0$ of quasiparticle self-consistent $GW$, has that term added to $M_1$; if Dyson's equation is instead solved with the dynamical self-energy on the same orbitals, $M_1$ is again the Fock matrix of the reference density matrix.

\subsection{Example: valence spectral functions of acetylene}

Take linear C$_2$H$_2$ with bond lengths fixed as parameters of the model, 1.20~\AA{} for C--C and 1.06~\AA{} for C--H, and restricted Hartree--Fock orbitals in the STO-3G basis, which has twelve spatial functions for fourteen electrons. The three lowest orbitals are frozen doubly occupied and the two highest are dropped. The remaining seven, $2\sigma_u$, $3\sigma_g$, the $1\pi_u$ pair, the $1\pi_g$ pair and $3\sigma_u$, hold eight electrons and define a Hamiltonian of the form \eqref{eq:H}, in which $h$ includes the Hartree and exchange potential of the frozen orbitals. All statements below refer to this Hamiltonian. The basis is minimal, so the numbers illustrate the relations and are not predictions of the measured spectrum; five decimals are kept only so that the arithmetic can be followed. They depend strongly on the orbital space, $\Sigma_1$ most of all. For $1\pi_u$ the values found below, $M_1=-0.335$~Ha, $\Sigma_1=0.084$~Ha$^2$ and a main line at $-0.374$~Ha, become $-0.336$, $0.133$ and $-0.369$ when all ten valence orbitals of this basis are active, and $-0.405$, $0.028$ and $-0.420$ for seven active orbitals in cc-pVDZ. The $G_0W_0$ value of $\Sigma_1$ with all orbitals active is $0.12$, $0.17$ and $0.28$~Ha$^2$ in STO-3G, 6-31G and cc-pVDZ, and is not converged there.

The Hamiltonian is diagonalized completely in the determinant basis. With four electrons of each spin there are $35\times35=1225$ determinants. The ground-state energy is $-75.9509$~Ha against $-75.8534$~Ha for Hartree--Fock, and the next state with $S_z=0$ lies $0.25$~Ha higher. The ground state is a spin singlet and every multiplet has a member with $S_z=0$, so it is non-degenerate. Removing a spin-up electron leads to $35\times35=1225$ states and adding one to $21\times35=735$ states. Their energies and the amplitudes \eqref{eq:X} give poles between $-4.60$ and $+4.16$~Ha. The moments are the sums \eqref{eq:GM}, and $\gamma$ is evaluated in the ground-state vector. The coefficients $\Sigma_\infty$ and $\Sigma_1$ come from \eqref{eq:contour}, with $\Sigma(z)$ from the matrix inversion \eqref{eq:dyson} and an equally spaced 96-point rule on a circle of twice the largest $|E_\lambda|$. The members of each $\pi$ pair give the same values. The diagonal elements of first order, with energies in Ha, are
\begin{center}
\begin{tabular}{lrrr}
orbital & $\epsilon_p$ & $\gamma_{pp}$ & $(M_1)_{pp}$\\
$2\sigma_u$ & $-0.70789$ & $0.99789$ & $-0.70484$\\
$3\sigma_g$ & $-0.60948$ & $0.99848$ & $-0.60599$\\
$1\pi_u$ & $-0.35002$ & $0.96251$ & $-0.33475$\\
$1\pi_g$ & $0.39653$ & $0.03767$ & $0.38570$\\
$3\sigma_u$ & $0.55734$ & $0.00327$ & $0.55694$
\end{tabular}
\end{center}
and those of second order, in Ha$^2$, are
\begin{center}
\begin{tabular}{lrrr}
orbital & $(M_2)_{pp}$ & $(\Sigma_1)_{pp}$ & $(\Sigma_1)^{G_0W_0}_{pp}$\\
$2\sigma_u$ & $0.53072$ & $0.03391$ & $0.05433$\\
$3\sigma_g$ & $0.40413$ & $0.03690$ & $0.04315$\\
$1\pi_u$ & $0.19609$ & $0.08403$ & $0.07142$\\
$1\pi_g$ & $0.23292$ & $0.08416$ & $0.07545$\\
$3\sigma_u$ & $0.32778$ & $0.01759$ & $0.02616$
\end{tabular}
\end{center}

One $\pi_u$ orbital is alone in its symmetry type, so it is an eigenvector of $M_1$ and the scalar statements apply. Its removal weight is $0.96251$, equal to $\gamma_{pp}$, and its addition weight is $0.03749$; the sum is $1$. The removal part has its centroid at $-0.38726$~Ha and the addition part at $+1.01349$~Ha, so
\begin{equation}
M_1=0.96251\times(-0.38726)+0.03749\times1.01349=-0.37274+0.03800=-0.3347\ \text{Ha}.
\end{equation}
From the self-energy, $h+\Sigma_\infty=-3.40114+3.06639=-0.33475$~Ha, or $-9.11$~eV. This lies $0.0153$~Ha above the Hartree--Fock eigenvalue $-0.35002$~Ha ($-9.52$~eV), and by \eqref{eq:M1} the shift is the Hartree and exchange potential of $\gamma-\gamma_0$. The second central moment is
\begin{equation}
M_2-M_1^2=0.19609-0.11206=0.08403\ \text{Ha}^2,
\end{equation}
the value of $\Sigma_1$ in the table. It amounts to $62.2$~eV$^2$, and the standard deviation is $\sqrt{\Sigma_1}=0.290$~Ha $=7.89$~eV.

The main line, the transition to the lowest cation state, is at $-0.37441$~Ha ($-10.19$~eV) with weight $0.94972$. In this model the main line and the first moment move in opposite directions from $\epsilon_p$, the line downward by $0.024$~Ha and the moment upward by $0.015$~Ha. Their order follows from the definition of the mean, which requires the weighted deviations from $M_1$ to add to zero. The addition centroid lies $1.01349+0.33475=1.34824$~Ha above $M_1$ and contributes $0.03749\times1.34824=+0.0505$~Ha. The main line contributes $0.94972\times(-0.03966)=-0.0377$~Ha, and the remaining removal weight, $0.96251-0.94972=0.01279$, supplies the last $-0.0129$~Ha, which places its centroid about $1.0$~Ha below $M_1$. The addition weight outweighs the removal satellites, and the mean ends up above the main line.

The variance divides very differently from the weight. The main line gives $0.94972\times0.03966^2=0.00149$~Ha$^2$, the other removal poles $0.01317$~Ha$^2$ and the addition poles $0.06937$~Ha$^2$, which are 2\%, 16\% and 83\% of $0.08403$~Ha$^2$ after rounding. Of the last, $0.03749\times1.34824^2=0.0681$~Ha$^2$ comes from the distance of the addition centroid alone. Five per cent of the weight carries 98\% of the variance. A standard deviation of almost 8~eV says nothing about a width of the main line, which is a sharp pole here; it measures the satellites and the weight transferred across the gap.

The other readings of $\Sigma_1$ behave as derived. The integral \eqref{eq:ImS} at $\eta=0.5$~Ha, evaluated with the substitution $\omega=2\tan\theta$ (in Ha) and a 1000-point midpoint rule, is $0.08403$~Ha$^2$. The quantity \eqref{eq:imag} is $0.04048$, $0.08023$ and $0.08378$~Ha$^2$ at $\omega=1$, $5$ and $20$~Ha, short of $\Sigma_1$ by 52\%, 4.5\% and 0.3\% of $\Sigma_1$. Between 5 and 20~Ha each pole's deficit falls by $(400+d_j^2)/(25+d_j^2)$, which cannot exceed 16; the deficits $0.00380$ and $0.00025$~Ha$^2$ have a ratio of about 15. At 20~Ha, far above every $|d_j|\le4.60$~Ha, the deficit is close to $\sum_j|v_{jp}|^2d_j^2/\omega^2$, so the weighted mean of $d_j^2$ is about $400\times0.00025/0.08403\approx1.2$~Ha$^2$. A single level with this $d^2$ would give $1/(1+1.2)=45\%$ of $\Sigma_1$ at 1~Ha. Since $1/(1+d^2)$ is convex in $d^2$, any spread of the levels raises this fraction, and the 48\% found lies only slightly above it, so the weight sits at $|d_j|$ of order 1~Ha.

Among the canonical orbitals only $2\sigma_u$ and $3\sigma_u$ share a symmetry type, and the largest off-diagonal element of $M_1$, $0.00199$~Ha, connects them. It vanishes in $F[\gamma_0]$ and arises from $\gamma-\gamma_0$ alone. Its square, $4\times10^{-6}$~Ha$^2$, is the extra term in \eqref{eq:var} and is below the resolution of the table. A localized orbital behaves otherwise. The minimal basis contains two $2p_x$ functions, one on each carbon. Their symmetrically orthogonalized forms are exchanged by the mirror plane between the carbons, so $\pi_u$ and $\pi_g$ are their normalized sum and difference, and $\phi_\pm=(\pi_u\pm\pi_g)/\sqrt2$ are the two carbon orbitals. All matrices are diagonal between $\pi_u$ and $\pi_g$, so they transform as half-sums and half-differences:
\begin{align}
(M_1)_{++}&=\tfrac12(-0.33475+0.38570)=0.0255\ \text{Ha},\nonumber\\
(M_1)_{+-}&=\tfrac12(-0.33475-0.38570)=-0.3602\ \text{Ha},\nonumber\\
(\Sigma_1)_{++}&=\tfrac12(0.08403+0.08416)=0.0841\ \text{Ha}^2 .
\end{align}
No other active orbital has the reflection symmetry of $p_x$, so \eqref{eq:var} has one extra term, $0.36022^2=0.12976$~Ha$^2$, and predicts $0.08410+0.12976=0.21386$~Ha$^2$, which is the variance obtained from the pole sum for $\phi_+$. It is 2.5 times $(\Sigma_1)_{++}$, and the larger part of it is the bonding--antibonding splitting.

For $G_0W_0$ in the same orbital space there are $4\times3=12$ pairs $ia$, and the lowest eigenvalue of \eqref{eq:rpa} gives $\Omega=0.747$~Ha. This is the bare gap $\epsilon_{\pi_g}-\epsilon_{\pi_u}$: the combination $\pi_{ux}\pi_{gy}-\pi_{uy}\pi_{gx}$ has zero transition density, so $v$ does not shift it, its $w^s$ vanishes, and it does not enter $W^c$. The last column of the second table is the frequency integral in \eqref{eq:GWmom}, with $\chi$ from matrix inversion, $\nu=\tan\theta$ (in Ha) and a 200-point midpoint rule. Relative to the exact $\Sigma_1$, the $G_0W_0$ value is 15\% low for $\pi_u$ and 10\% low for $\pi_g$, and 60\%, 17\% and 49\% high for $2\sigma_u$, $3\sigma_g$ and $3\sigma_u$, so the error has no fixed sign in this model. For $\pi_u$ the standard deviation is $0.267$~Ha ($7.27$~eV) in place of $0.290$~Ha. The density matrix $\gamma^{GW}$ is obtained by diagonalizing the matrix $K$ built from \eqref{eq:Sc} and summing the residues of the poles below the middle of the Hartree--Fock gap. It gives a $\pi_u$ occupation of $0.98514$, against the exact $0.96251$, and a trace of $3.99995$ electrons per spin in place of 4: the sum rule $M_0=1$ fixes the total of removal and addition weight but not its division, and the one-shot scheme misses the particle number here by $5\times10^{-5}$ per spin. The first moment of the $G_0W_0$ spectral function is $-0.35002$~Ha, while \eqref{eq:Fspin} evaluated with $\gamma^{GW}$ gives $-0.34348$~Ha. The mismatch of $0.0065$~Ha is the amount by which this approximation violates \eqref{eq:M1} for the $\pi_u$ orbital, and both values lie below the exact $-0.33475$~Ha.

Numerical values quoted here were computed with a short program.
